# Why a Symmetric Crystal Need Not Have Zero Formal Polarization

## The argument under review

The manuscript reasons in three steps.

1. Polarization is a vector, inversion reverses it, and a centrosymmetric crystal is unchanged by inversion. Hence $\mathbf P=-\mathbf P$ and $\mathbf P=0$.
2. The spontaneous polarization of a slightly distorted, polar version of the crystal is therefore its formal polarization, with nothing to subtract.
3. A threefold axis is said to be less restrictive: it permits thirds, and a boron nitride sheet is offered as the example.

Step 1 would be correct if the formal polarization were a single vector. I first examine whether it is, and then take up the other two steps.

## What the formal polarization is

Consider an insulator with a neutral cell, zero macroscopic field and paired spins. I set $e=1$, so an electron has charge $-1$. The ion cores have charges $Z_j$ and positions $\mathbf r_j$. Each occupied band supplies one Wannier function per cell, with centre $\bar{\mathbf r}_n$ and two electrons. The cell dipole and formal polarization are

$$\mathbf p=\sum_j Z_j\mathbf r_j-2\sum_n\bar{\mathbf r}_n,\qquad \mathbf P=\frac{\mathbf p}{\Omega},\qquad \mathbf p=\sum_i s_i\mathbf a_i ,$$

where $\Omega$ is the cell volume (area or length in lower dimension) and $\mathbf a_i$ are the lattice vectors.

Moving the origin by $\mathbf c$ changes $\mathbf p$ by $\mathbf c\,(\sum_jZ_j-2N)$, with $N$ occupied bands. The bracket is the cell charge, which is zero, so the origin does not matter.

The choice of cell does matter. An ion may be represented by its copy one lattice vector away, which changes one $s_i$ by $Z_j$. A Wannier centre may be replaced by its copy, which changes $s_i$ by 2. If some $Z_j$ is odd, combinations of these moves reach every integer. In that case the crystal determines $s_i$ modulo 1; if all $Z_j$ are even, it determines $s_i$ modulo 2. Either way its formal polarization is a lattice of values. Classes below are quoted modulo 1 unless stated otherwise.

The same ambiguity appears in the band calculation. In one dimension, with period 1 and $\psi_\kappa=e^{2\pi i\kappa x}u_\kappa$, the Wannier function is $w=\int_0^1\psi_\kappa\,d\kappa$. Then

$$xw=\int_0^1\frac{1}{2\pi i}\left(\partial_\kappa e^{2\pi i\kappa x}\right)u_\kappa\,d\kappa=\frac{i}{2\pi}\int_0^1e^{2\pi i\kappa x}\,\partial_\kappa u_\kappa\,d\kappa .$$

The boundary term vanishes because $\psi_\kappa$ is chosen periodic in $\kappa$. Projecting on $w$, and using the orthogonality of different $\kappa$, gives

$$X=\langle w|x|w\rangle=\frac{i}{2\pi}\int_0^1\langle u_\kappa|\partial_\kappa u_\kappa\rangle\,d\kappa .$$

If $u_\kappa$ is multiplied by $e^{-i\theta(\kappa)}$, periodicity requires $\theta(1)-\theta(0)=2\pi m$, and $X$ becomes $X+m$.

## What symmetry requires

A symmetry operation carries one valid set of ions and centres into another valid set for the same crystal. The new dipole must belong to the same lattice of values, but it need not be the same member. If the operation acts on the components through an integer matrix $M$,

$$Ms=s+m,\qquad (M-1)s=m,\qquad m\ \text{integer}.$$

A fractional translation accompanying the operation has no effect, because the cell is neutral. This equation replaces the manuscript's $\mathbf P=-\mathbf P$.

**Inversion.** Here $M=-1$ and $-2s_i=m_i$, so each $s_i$ is $0$ or $\tfrac12$ modulo 1. Three dimensions give $2^3=8$ classes. There is a refinement: if all $Z_j$ are even, the available shifts are multiples of 2. The condition is then $2s_i=2m_i$, and $s_i$ is an integer. With paired spins, a half thus requires an ion of odd core charge.

**Threefold axis in a plane.** Take $\mathbf a_1$ and $\mathbf a_2$ at $60^\circ$. A rotation by $120^\circ$ sends $\mathbf a_1\to\mathbf a_2-\mathbf a_1$ and $\mathbf a_2\to-\mathbf a_1$. Therefore

$$s_1\mathbf a_1+s_2\mathbf a_2\ \to\ (-s_1-s_2)\mathbf a_1+s_1\mathbf a_2 .$$

The second component requires $s_1\equiv s_2$ modulo 1. The first requires $-2s_1-s_2\equiv0$, hence $3s_1\equiv0$. The classes are $(0,0)$, $(\tfrac13,\tfrac13)$ and $(\tfrac23,\tfrac23)$.

In general, if $\det(M-1)\neq0$, each integer vector $m$ gives one solution $s=(M-1)^{-1}m$. Two solutions are equivalent when their $m$ differ by an integer combination of the columns of $M-1$. The number of classes is the volume spanned by those columns, $|\det(M-1)|$. Enumeration confirmed this count: 4 for a twofold axis in the plane, 3 for threefold, 2 for fourfold and 1 for sixfold. The sixfold case is also seen directly, since $2s\equiv0$ and $3s\equiv0$ together give $s\equiv0$.

In a three-dimensional crystal, a vector along the axis is unchanged by the rotation, so $\det(M-1)=0$. The axis alone leaves that component free.

## A centrosymmetric chain with a half

Place atom A at $0$ and atom B at $\tfrac12$, each with core charge 1. The site energies are $\varepsilon$ on A and $-\varepsilon$ on B, with $\varepsilon>0$, and all neighbour hoppings equal $t$. Every atom is an inversion centre. I take the position operator as diagonal in the site orbitals.

For later use, let B sit at $x_B$ and let the hoppings to its left and right be $t_1$ and $t_2$. The Bloch matrix has off-diagonal element

$$g=t_1e^{2\pi i\kappa x_B}+t_2e^{2\pi i\kappa(x_B-1)},\qquad E=\sqrt{\varepsilon^2+|g|^2},$$

and the occupied band has energy $-E$. Its first row, $\varepsilon a+g\beta=-Ea$, gives the A amplitude $a=-g\beta/(E+\varepsilon)$ for a real, positive B amplitude $\beta$. The weight on A is

$$n_A=\frac{|g|^2}{|g|^2+(E+\varepsilon)^2}=\frac{E-\varepsilon}{2E},$$

because $|g|^2=(E-\varepsilon)(E+\varepsilon)$.

Measure positions from B. The vector $(a,\beta)$ then satisfies the periodicity condition: $\beta$ repeats after $\kappa\to\kappa+1$, and $a$ gains the phase $e^{2\pi ix_B}$ required for an orbital at $-x_B$. Normalization makes the real part of $\langle u|\partial_\kappa u\rangle$ vanish. The remaining part is $i\,\mathrm{Im}(a^*\partial_\kappa a)$, so

$$X-x_B=-\frac1{2\pi}\int_0^1\frac{n_A}{|g|^2}\,\mathrm{Im}(g^*\partial_\kappa g)\,d\kappa. \qquad (1)$$

In the symmetric chain $g=2t\cos\pi\kappa$ is real. The integral vanishes and $X=\tfrac12$, whatever the strength of the hopping. The cell dipole is

$$s=1\cdot0+1\cdot\tfrac12-2\cdot\tfrac12=-\tfrac12 .$$

Inversion turns this into $+\tfrac12$, which differs from it by one quantum. The lattice $\{\ldots,-\tfrac12,\tfrac12,\ldots\}$ is symmetric and does not contain zero. Step 1 of the manuscript fails here.

The half is not a universal property of this geometry. With core charges 2 on A and 0 on B, the same electrons give $s=0-1=-1$, an integer. Both cores are even, so the shifts are multiples of 2 and the lattice is $\{\ldots,-1,1,\ldots\}$: no half, though again no zero.

## Does the half have a physical meaning?

Build a long neutral chain of $L$ whole cells, AB…AB. In its interior, ions and electron pairs can be grouped into neutral units of dipole $s$. What remains at each end consists of whole ions and whole electron pairs, provided the ends are insulating. The left end then has an integer surplus charge $Q$ and the right end $-Q$. The dipole is

$$d(L)=sL-QL+\text{constant},$$

and its growth per cell equals $s$ modulo 1.

For $\varepsilon=0.10$ and $t=-0.10$ hartree, diagonalization of finite chains gives $-0.5000$ per cell. This uses no Berry phase. The interior charge on A is only $0.643$, so covalency is substantial. Point charges of this size, $+0.643$ at $0$ and $-0.643$ at $\tfrac12$, would give $-0.321$ per cell. The difference from $-0.5$ is supplied by charge rearranged near the ends: about $0.179$ extra at the left and its opposite at the right. The half is a property of the total end charge, not of the charge assigned to an atom.

A reader may object that an inversion-symmetric piece of this chain has no dipole. That is true, but such a piece is ABA…A, with $L+1$ atoms A and $L$ atoms B. Write its Hamiltonian as $\varepsilon\sigma+T$, where $\sigma=\pm1$ on A and B and $T$ is the hopping. Since $T$ connects different sublattices, $\sigma T+T\sigma=0$ and

$$(\varepsilon\sigma+T)^2=\varepsilon^2+T^2 .$$

No level lies between $-\varepsilon$ and $\varepsilon$. A state on B annihilated by $T$ must vanish on the first B, because the end A has no other neighbour, and then on each following B. So $T$ has $L$ nonzero singular values, which give $L$ pairs of levels $\pm E$. One state, confined to A, is left at $+\varepsilon$. Filling the lower $L$ levels gives net charge

$$(2L+1)-2L=+1,$$

which is $+\tfrac12$ at each end by symmetry. With B at both ends there are $L+1$ lower levels, and the charge is $-1$. The calculated net charges are $+1$ and $-1$. With these terminations, the insulating sample may be neutral or inversion symmetric, but not both.

## The consequence for spontaneous polarization

Step 2 of the manuscript inherits the error. Move B towards the A on its left by $u$, so that $x_B=\tfrac12-u$, and let the two hoppings become $te^{\pm bu}$ with $b=6$ per period. For $u=0.02$ the finite chain gives $-0.4262$ per cell, in agreement with the Berry phase modulo 1. The manuscript's rule would report this number as the spontaneous polarization. The change produced by the distortion is

$$\Delta s=-0.4262-(-0.5000)=0.0738 .$$

The opposite distortion gives $-0.5738$. Switching between the two changes $s$ by $0.1476$, twice $0.0738$. The reference value must be subtracted on the same branch, followed continuously along an insulating path.

The change per displacement is $3.69$, whereas a rigid ion B of charge $-1$ moved by $-u$ would give 1. Equation (1) explains the excess. To first order $t_{1,2}=t(1\pm\eta)$ with $\eta=bu$, and

$$g=e^{-2\pi i\kappa u}\,2t(\cos\pi\kappa+i\eta\sin\pi\kappa).$$

The prefactor contributes $-2\pi u|g|^2$ to $\mathrm{Im}(g^*\partial_\kappa g)$. The bracket contributes $4t^2\pi\eta(\cos^2\pi\kappa+\sin^2\pi\kappa)=4\pi t^2\eta$. Setting $|g|^2=4t^2\cos^2\pi\kappa$ in the denominator of the second term,

$$X-x_B=u\bar n_A-\frac{bu}{2}J,\qquad J=\int_0^1\frac{n_A}{\cos^2\pi\kappa}\,d\kappa ,$$

where $\bar n_A$ is the average of $n_A$. Since $s=x_B-2X=-x_B-2(X-x_B)$,

$$\frac{\Delta s}{u}=1-2\bar n_A+bJ=q_A+bJ,$$

with $q_A=1-2\bar n_A$ the charge on A. The first term is the static charge, $0.643$. The second is charge transferred along the chain as one bond strengthens and the other weakens. Integrating gives $J\approx0.518$, so the first-order ratio is $0.643+6\cdot0.518\approx3.75$; higher orders in $u$ lower it to $3.69$ at $u=0.02$. This is reasonable: for $\varepsilon=|t|$ the integrand falls from 1 at $\cos\pi\kappa=0$ to $(1-1/\sqrt5)/2\approx0.28$ at $\cos^2\pi\kappa=1$.

## Thirds, and the boron nitride example

Step 3 is right about what a threefold axis permits and wrong about its example. Put the cation of a honeycomb sheet at $0$ and the anion at $\mathbf r_X=(\mathbf a_1+\mathbf a_2)/3$. The cation has valence $n$ and the anion $8-n$, so eight valence electrons fill four bands. Closed inner shells are centred on their nuclei and are included in the core charges.

Three of the bands describe bond pairs. The cations next to this anion are at $0$, $\mathbf a_1$ and $\mathbf a_2$. Their displacements from it, $\mathbf d_1,\mathbf d_2,\mathbf d_3$, add to $\mathbf a_1+\mathbf a_2-3\mathbf r_X=0$. The mirror line along each bond keeps the bond centre on that line, and the threefold axis makes the three centres equivalent. They therefore lie at $\mathbf r_X+\lambda\mathbf d_i$ with the same $\lambda$, so

$$\sum_{i=1}^3(\mathbf r_X+\lambda\mathbf d_i)=3\mathbf r_X .$$

The polarity of the bonds drops out. The fourth band is the $\pi$ pair. With weak $\pi$ hopping it sits on the anion. Its class is discrete, so it cannot change while the gap and the symmetry remain. The four centres therefore add to $4\mathbf r_X$, and each component of the dipole is

$$s=\frac{8-n}{3}-2\cdot\frac43=-\frac n3 .$$

For boron nitride $n=3$ and $s=-1\equiv0$. In this bonding class, the sheet has no third in its total formal polarization. Valences 1, 2 and 4 give the classes $\tfrac23$, $\tfrac13$ and $\tfrac23$.

Two incomplete counts can suggest otherwise. The electrons alone contribute $-\tfrac83\equiv\tfrac13$ with the origin on boron, but a charged subsystem has an origin-dependent dipole. A model with one $\pi$ orbital per site and core charges $(1,1)$ gives $\tfrac13-\tfrac23=-\tfrac13$. Those are not the core charges left after the $\sigma$ bonds of boron nitride are removed. The six $\sigma$ electrons act as a charge $-6$ at the anion, leaving $3$ on boron and $5-6=-1$ on nitrogen. Since $3\mathbf r_X$ is a lattice vector, three units of charge may be moved from boron to nitrogen without changing the class. The equivalent cores are $(0,2)$, and $s=\tfrac23-\tfrac23=0$.

I checked the count in a tight-binding sheet with $s$ and $p$ orbitals on both sites. The parameters are round model values, and boron nitride enters through its valences alone. The gap is $0.35$ hartree, and the Berry phases give $0.3333$ for both components of the summed centres, as $\tfrac43$ modulo 1 requires. A second, less polar set of site levels passed the same test. Strengthening one of the three bonds by 20% breaks the threefold symmetry and moves both components to $0.3160$. The dipole components of the boron nitride count then move from $0$ to $2(0.3333-0.3160)\approx0.035$. The value was held by the symmetry.

## What the edges show

Cut the sheet into zigzag ribbons with edges along $\mathbf a_1$. The dipole across the ribbon, per edge cell, grows with each added row by $s_2$ row heights, modulo 1. The reasoning is the same as for the chain. Diagonalization of the ribbons, again without a Berry phase, gives

| Core charges | Dipole per added row |
|---|---|
| $(1,7)$ | $-0.3333$ |
| $(2,6)$ | $-0.6667$ |
| $(3,5)$ | $-1.0000$ |
| $(4,4)$ | $-1.3333$ |

These are the values $-n/3$ themselves. The boron nitride count gives an edge charge of one unit per edge cell, not zero. Zero class means that the edge charge is an integer, which whole ions or electrons added at the edge can compensate. With paired electrons and an edge that keeps the period of the sheet, the bands change it by 2 per edge cell, so compensating a single unit then needs an added ion of odd charge or a spin-split edge band. An insulating edge of doubled period can instead cancel the unit with one electron pair per two edge cells. A third cannot be compensated in this way while the edge stays insulating and keeps the period of the sheet. An edge of tripled period can cancel it with whole charges: one unit per three edge cells for an edge charge of $\tfrac13$, two for $\tfrac23$ and four for $\tfrac43$. With paired electrons an odd number of units again needs an ion of odd charge.

For a size, take the divalent sheet with lattice constant $a=5$ bohr and the representative $s_1=s_2=\tfrac13$ of its class modulo 1. Since $|\mathbf a_1+\mathbf a_2|^2=a^2(1+1+1)$, the dipole is $a/\sqrt3$. The cell area is $\sqrt3a^2/2$, and

$$|\mathbf P|=\frac{a/\sqrt3}{\sqrt3a^2/2}=\frac{2}{3a}=0.133\ e/\text{bohr}=4.04\times10^{-10}\ \text{C/m}.$$

The component normal to a zigzag edge is half of this, because $\mathbf a_1+\mathbf a_2$ makes $60^\circ$ with the normal. It equals $1/(3a)=0.0667\ e/\text{bohr}$, or one third of a charge per edge cell. The cores $(2,6)$ are both even, so with paired electrons the sheet's own values are $-\tfrac23$ plus multiples of 2. The ribbon above has $-\tfrac23$, a normal component twice as large and of opposite sign. The edge charge of one third differs from it by one unit per edge cell. At an edge with the period of the sheet this takes an ion of odd charge or a spin-split edge band; at an edge of doubled period, one electron pair per two edge cells is enough.

## Conditions the revised manuscript must state

The bulk must be insulating; otherwise there is no isolated set of occupied bands from which to form centres. In two dimensions the Chern number must vanish. If it does not, the centre along $\mathbf a_1$ shifts by a nonzero integer as the other momentum crosses the zone, and its average depends on where the zone is cut. The edge statements also require insulating edges, since a partly filled edge band can carry any fraction of a charge, and edges with the period of the sheet, since an edge of longer period can carry a fraction per edge cell in whole charges. Finally, an applied field generally removes the symmetry on which the classes rest.

The main calculated values quoted in this report are listed in the numerical output below.

## Computed values

```
Number of allowed polarization classes
  twofold axis, in-plane: 4
  threefold axis, in-plane: 3
  fourfold axis, in-plane: 2
  sixfold axis, in-plane: 1
  inversion in three dimensions: 8
  threefold values (s1,s2): (0.0000,0.0000), (0.3333,0.3333), (0.6667,0.6667)
Chain, core charges (1,1); dipoles per cell in e times the period
  site levels +/-0.10 hartree, hopping -0.10 hartree
  Wannier centre X modulo 1: 0.5000
  parity product: -1.0000
  Berry-phase polarization modulo 1: 0.5000
  finite-chain dipole per cell: -0.5000
  charge on A deep inside: 0.6426 e
  net charge, A at both ends: +1 e
  net charge, B at both ends: -1 e
  displacement of B towards A: 0.020 periods
  hopping decay constant: 6.0 per period
  distorted chain, dipole per cell: -0.4262
  opposite distortion, dipole per cell: -0.5738
  change from symmetric chain: 0.0738
  change per displacement: 3.691 e
Honeycomb sheet, s and p orbitals; polarization in lattice units
  cation s, p levels: -0.25, 0.00 hartree
  anion s, p levels: -0.80, -0.35 hartree
  ss, sp, pp-sigma, pp-pi: -0.20, 0.20, 0.22, -0.08 hartree
  band gap: 0.3500 hartree
  sum of centres X1, X2 modulo 1: 0.3333, 0.3333
  same, one bond 20% stronger: 0.3160, 0.3160
  core charges (1,7): s1, s2 = 0.6667, 0.6667; ribbon -0.3333
  core charges (2,6): s1, s2 = 0.3333, 0.3333; ribbon -0.6667
  core charges (3,5): s1, s2 = 0.0000, 0.0000; ribbon -1.0000
  core charges (4,4): s1, s2 = 0.6667, 0.6667; ribbon -1.3333
  (ribbon values: dipole per added row, in e times row height)
  pi-only model, core charges (1, 1): ribbon -0.3333
  pi-only model, core charges (0, 2): ribbon 0.0000
Divalent sheet, core charges (2,6), lattice constant 5.0 bohr
  smallest polarization: 0.1333 e/bohr = 4.037e-10 C/m
  zigzag edge charge on this branch: 0.0667 e/bohr = 2.018e-10 C/m
  edge charge per edge cell: 0.3333 e
```
